# Cattaneo's law and the v/√3 thermal wave from phonon moments

The heat-flux moment of the gray phonon Boltzmann equation becomes the Cattaneo law

$$\tau\frac{\partial\mathbf q}{\partial t}+\mathbf q=-\kappa\nabla T,\qquad \kappa=\frac{Cv^2\tau}{3},$$

once the second angular moment of the phonon energy is taken to be isotropic. Together with energy conservation, this law makes temperature disturbances travel behind a front of speed $c=v/\sqrt3$, where $v$ is the phonon speed, $\tau$ the relaxation time and $C$ the heat capacity per volume. The isotropy is an added assumption, called a closure, and the speed $v/\sqrt3$ depends on it. In the Boltzmann equation itself the front moves at $v$, and scattering that destroys the heat flux does not by itself support a wave at $v/\sqrt3$.

Let $e(\mathbf r,\mathbf s,t)$ be the phonon energy density per unit solid angle travelling along the unit vector $\mathbf s$, measured from a uniform equilibrium. In the gray model all phonons share one $v$ and one $\tau$. Deviations are small, so $C$ and $\tau$ are constants, and there are no heat sources or boundaries. The moments needed are

$$u=\int e\,d\Omega,\qquad \mathbf q=v\int \mathbf s\,e\,d\Omega,\qquad \Pi_{ij}=\int s_is_j\,e\,d\Omega .$$

They are the excess energy density, the heat flux and the second angular moment. The temperature deviation $T$ is defined by the energy, $u=CT$, even where the phonons are not in local equilibrium.

Scattering removes phonons from each direction at the rate $1/\tau$ and returns their energy equally in all directions. If the isotropic target is $e_0$, energy conservation requires $\int(e_0-e)\,d\Omega=0$, hence $4\pi e_0=u$. The Boltzmann equation is therefore

$$\frac{\partial e}{\partial t}+v\,\mathbf s\cdot\nabla e=\frac1\tau\left(\frac{u}{4\pi}-e\right).$$

Integrate it over all directions. The right side vanishes by the choice of $e_0$, and $\nabla$ can be taken outside the angular integral, so

$$\frac{\partial u}{\partial t}+\nabla\cdot\mathbf q=0 .$$

Next multiply by $vs_i$ and integrate. The transport term becomes $v^2\partial_j\Pi_{ij}$, with a sum over $j$. On the right, $\int s_i\,d\Omega=0$ removes the isotropic part, and the rest is $-q_i/\tau$:

$$\frac{\partial q_i}{\partial t}+v^2\frac{\partial\Pi_{ij}}{\partial x_j}=-\frac{q_i}{\tau}.$$

Both balances follow from the Boltzmann equation without approximation, but they contain the new unknown $\Pi_{ij}$. An equation for $\Pi_{ij}$ would bring in a third moment, so the chain must be cut by an assumption.

The simplest assumption is that the energy depends on direction at most linearly,

$$e=\frac1{4\pi}\left(u+\frac{3\,\mathbf s\cdot\mathbf q}{v}\right).$$

The coefficient 3 follows from $\int s_is_j\,d\Omega=4\pi\delta_{ij}/3$: with it, $v\int s_i e\,d\Omega=q_i$, and the energy is $u$ because the linear term is odd. In $\Pi_{ij}$ the linear term gives an integral of three components of $\mathbf s$, which is odd and vanishes. What remains is

$$\Pi_{ij}=\frac{u}{3}\delta_{ij}.$$

The factor one third expresses that the trace $\Pi_{ii}$ equals $u$, since $s_is_i=1$, and is shared equally among three axes. A narrow beam along $x$ shows how the assumption can fail: it has $\Pi_{xx}=u$, and it travels at $v$.

Putting the closure into the flux balance and multiplying by $\tau$ gives

$$\tau\frac{\partial\mathbf q}{\partial t}+\mathbf q=-\frac{v^2\tau}{3}\nabla u=-\frac{Cv^2\tau}{3}\nabla T,$$

which is the Cattaneo law. If the flux changes little during $\tau$, the first term drops out and Fourier's law remains. Now take the divergence and replace $\nabla\cdot\mathbf q$ by $-\partial u/\partial t$. After a change of overall sign,

$$\tau\frac{\partial^2u}{\partial t^2}+\frac{\partial u}{\partial t}=D\nabla^2u,\qquad D=\frac{\kappa}{C}=\frac{v^2\tau}{3}.$$

This is a telegraph equation. The ratio of the coefficients of its second derivatives is $D/\tau=v^2/3=c^2$.

To see that $c$ is a front speed, consider variation along $x$ alone and form $w_\pm=u\pm q/c$. Adding $\pm1/c$ times the flux balance $\partial_tq+c^2\partial_xu=-q/\tau$ to the energy balance gives

$$\frac{\partial w_\pm}{\partial t}\pm c\frac{\partial w_\pm}{\partial x}=\mp\frac{q}{c\tau}=-\frac{w_\pm-w_\mp}{2\tau},$$

because $q/c=(w_+-w_-)/2$. One quantity is carried to the right at $c$, the other to the left at $c$, and scattering exchanges them locally. Nothing in the closed model can outrun $c$. A jump in $w_+$ at the right-moving front decays as $e^{-t/2\tau}$.

For a plane mode proportional to $e^{ikx+\sigma t}$, let $\Lambda=v\tau$ be the mean free path, $K=k\Lambda$ and $s=\sigma\tau$, where the scalar $s$ is a growth rate and not a direction. Multiplying the telegraph equation by $\tau$ gives

$$s^2+s+\frac{K^2}{3}=0,\qquad s=\frac{-1\pm\sqrt{1-4K^2/3}}{2}.$$

The closed model oscillates when $K>\sqrt3/2$, that is, for wavelengths below $4\pi\Lambda/\sqrt3$. The phase speed is then $|\operatorname{Im}\sigma|/k=c\sqrt{1-3/(4K^2)}$, which tends to $c$ at short wavelength. That is also where an assumption of weak directional dependence is least secure, so the same modes must be found without the closure.

For plane variation let $\mu=s_x$ be the direction cosine and $f(x,\mu,t)=2\pi e$ the energy density per unit $\mu$, so that $u=\int_{-1}^{1}f\,d\mu$. The isotropic target is $u/2$. For a mode with amplitudes $\hat f(\mu)$ and $\hat u$, the Boltzmann equation reads

$$(1+s+iK\mu)\hat f=\frac{\hat u}{2}.$$

Dividing by the bracket and integrating over $\mu$ gives the condition

$$1=\frac12\int_{-1}^{1}\frac{d\mu}{1+s+iK\mu}.$$

Write $1+s=a+ib$ with real $a\neq0$. The imaginary part of the condition is

$$0=-\frac1{4K}\ln\frac{a^2+(b+K)^2}{a^2+(b-K)^2},$$

which requires $b=0$. The discrete modes therefore do not oscillate. With $b=0$ the real part is

$$1=\frac a2\int_{-1}^{1}\frac{d\mu}{a^2+K^2\mu^2}=\frac1K\arctan\frac Ka .$$

A negative $a$ would make the right side negative, so $a>0$. Then the arctangent lies below $\pi/2$, and a solution exists for $0<K<\pi/2$ only:

$$s=K\cot K-1 .$$

The case $a=0$ gives solutions singular in direction, with $1+s=-iK\mu_0$ and $\mu_0$ between $-1$ and $1$. They form a continuum that decays as $e^{-t/\tau}$. For $K>\pi/2$ only this continuum is left.

A signal can still change sign. The unscattered part of an initially isotropic sinusoidal disturbance evolves as

$$e^{-t/\tau}\,\frac12\int_{-1}^{1}e^{-ikv\mu t}\,d\mu=e^{-t/\tau}\,\frac{\sin(kvt)}{kvt}.$$

This is ballistic phase mixing: phonons of different directions get out of step. Its time scale is $1/(kv)$, and it is not a thermal wave of speed $v/\sqrt3$.

At long wavelength, $\cot K=1/K-K/3-K^3/45-\dots$ gives the Boltzmann rate, and expansion of the square root gives the slow Cattaneo rate:

$$s_{\rm B}=-\frac{K^2}{3}-\frac{K^4}{45}-\dots,\qquad s_{\rm C}=-\frac{K^2}{3}-\frac{K^4}{9}-\dots$$

The common first term is Fourier diffusion. The next term of the Cattaneo model has the right sign but is five times too large. Setting it to zero, as Fourier's law does, leaves a smaller error in the decay rate at this order. This concerns the rate alone. From an isotropic start the Cattaneo signal begins with zero slope, as the Boltzmann signal does and the Fourier signal does not, and its largest deviation from the Boltzmann signal is the smaller one: at $K=1$ about 0.09 of the initial amplitude, against 0.17 for Fourier's law. Retaining $\tau\,\partial\mathbf q/\partial t$ while neglecting the anisotropy of $\Pi_{ij}$ keeps one correction and drops another of the same order in $K$.

One consequence of the Cattaneo law nevertheless holds in the Boltzmann equation at all times. Release an isotropic, thin plane pulse of energy $E$ per area at $x=0$. Integrate the Boltzmann equation over $x$ and call the result $F(\mu,t)=\int f\,dx$. The transport term integrates to zero, leaving $\partial F/\partial t=(E/2-F)/\tau$. Since $F=E/2$ at the start, it stays so, and $\int\Pi_{xx}\,dx=(E/2)\int_{-1}^{1}\mu^2d\mu=E/3$. The closure is true for the pulse as a whole, although it fails at individual points.

Now define $\langle x^2\rangle=E^{-1}\int x^2u\,dx$ and $A=E^{-1}\int xq\,dx$. The energy balance and one integration by parts give $d\langle x^2\rangle/dt=2A$. The flux balance, treated in the same way, gives

$$\frac{dA}{dt}=\frac{v^2}{3}-\frac A\tau,\qquad A=\frac{v^2\tau}{3}\left(1-e^{-t/\tau}\right),$$

where $A(0)=0$ because an isotropic pulse has no flux. Integrating $2A$ from zero to $t$,

$$\langle x^2\rangle=\frac{2v^2\tau}{3}\left[t-\tau\left(1-e^{-t/\tau}\right)\right].$$

The closed model obeys the same two equations and gives the same spread. At long times it approaches $2D(t-\tau)$. At short times the bracket is $t^2/(2\tau)$, so the root-mean-square (rms) distance is $vt/\sqrt3$. In the Boltzmann equation $v/\sqrt3$ is thus the rms velocity component along $x$ of isotropic phonons. The closed model turns this rms value into a sharp front.

For a numerical case take the round model parameters $v=6000$ m/s, $\tau=10$ ps and $C=1.6$ MJ/(m³ K). The mean free path is $6000\times10^{-11}$ m, or 60 nm. The conductivity is

$$\kappa=\frac{(1.6\times10^6)(6000)^2(10^{-11})}{3}=192\ \text{W/(m K)},$$

and $c=6000/\sqrt3=3464$ m/s. The Cattaneo model oscillates below a wavelength of 435 nm, while the discrete Boltzmann mode, which only decays, survives down to $4\Lambda=240$ nm. Between these wavelengths the two models disagree even about the kind of mode present.

At $K=1$, a wavelength of 377 nm, diffusion gives $s=-1/3$ and a decay time of 30.0 ps. The Boltzmann mode has $s=\cot1-1=-0.358$ and decays in 27.9 ps, so the diffusion time is about 7% too long relative to it. The Cattaneo roots are $-0.500\pm0.289i$: an envelope time of 20 ps and a period of 218 ps. The envelope falls far before one period is complete, so little of the predicted oscillation could be seen.

The Boltzmann mode also shows directly how the closure fails. The energy balance gives $\hat q=i\sigma\hat u/k$, and inserting this in the flux balance gives

$$\frac{\hat\Pi_{xx}}{\hat u}=-\frac{s(1+s)}{K^2}=0.358\times0.642=0.230,$$

where the closure assumes 0.333.

Now follow a pulse for 15 ps, or $1.5\tau$. The Cattaneo equations were evolved by a Fourier transform from a smooth pulse of half-width 6 nm with no initial flux. The Boltzmann equation was sampled by one million random phonon flights from a thin isotropic pulse, with exponentially distributed free times of mean $\tau$ and a new random direction after each scattering. The Cattaneo field has its peak at 51.9 nm, next to the front distance $ct=52.0$ nm of a thin pulse. The farthest sampled phonon is at 90.0 nm, which is $vt$ to the digits shown.

The spread formula gives an rms distance of 41.7 nm. The Cattaneo field, after subtraction of the initial variance, gives 41.7 nm, and the phonon flights give 41.6 nm. Fourier diffusion gives $\sqrt{2Dt}=60.0$ nm, which is too large because it lets energy spread before the flux has had time to build up.

Equal rms distances hide different profiles. In the phonon flights 24.6% of the energy, with a sampling error of 0.04 percentage points, lies ahead of $ct$. For a thin pulse the Cattaneo model puts none there and instead concentrates the fraction $e^{-t/2\tau}=47\%$ on the two fronts at $|x|=ct$. Part of this energy has never scattered. A fraction $e^{-t/\tau}$ of the phonons is unscattered and spread uniformly over $|x|<vt$, so its share beyond $ct$ is

$$e^{-1.5}\left(1-\frac1{\sqrt3}\right)=9.4\%.$$

The other 15.2% has scattered at least once and is still ahead of the supposed front.

In the gray model a true wave near $v/\sqrt3$ needs a process that keeps $\Pi_{ij}$ isotropic without destroying the flux. Normal phonon scattering, which conserves crystal momentum, does this when it is frequent enough. In the gray model with linear dispersion the crystal momentum density is $\mathbf q/v^2$, so normal scattering conserves $\mathbf q$. Let it relax $f$ in a time $\tau_N$ towards $u/2+3\mu q/(2v)$, the plane form of the linear distribution, while resistive scattering relaxes $f$ towards $u/2$ in a time $\tau_R$. The energy balance is unchanged, and the flux decays at the rate $1/\tau_R$ alone. The anisotropy $p=\Pi_{xx}-u/3=\int(\mu^2-\tfrac13)f\,d\mu$ vanishes in both targets and so decays at the sum of the rates, $\gamma=1/\tau_R+1/\tau_N$:

$$\frac{\partial p}{\partial t}+v\frac{\partial}{\partial x}\int_{-1}^{1}\left(\mu^3-\frac\mu3\right)f\,d\mu=-\gamma p .$$

If $kv\ll\gamma$ and the mode changes slowly compared with $1/\gamma$, the time derivative of $p$ is negligible and $f$ under the integral can be replaced by the linear distribution. Its isotropic part drops out by oddness, and its linear part gives

$$\frac{3q}{2v}\left(\frac25-\frac29\right)=\frac{4q}{15v},\qquad p\simeq-\frac{4}{15\gamma}\frac{\partial q}{\partial x}.$$

Inserting $\Pi_{xx}=u/3+p$ in the flux balance and multiplying by $\tau_R$ yields

$$\tau_R\frac{\partial q}{\partial t}+q=-\kappa\frac{\partial T}{\partial x}+\frac{4v^2\tau_R}{15\gamma}\frac{\partial^2q}{\partial x^2},\qquad \kappa=\frac{Cv^2\tau_R}{3}.$$

The last term acts as a viscosity of the phonon gas. With $K=kv\tau_R$ and $s=\sigma\tau_R$, elimination of $q$ by the energy balance gives

$$s(1+s+\beta)+\frac{K^2}{3}=0,\qquad \beta=\frac{4K^2}{15\gamma\tau_R}.$$

Without normal scattering $\gamma\tau_R=1$ and $\beta=4K^2/15$. For small $K$ the slow root is then $-K^2/3-K^4/45$, so this term supplies the correction that the Cattaneo law missed. With strong normal scattering, $kv\tau_N\ll1\ll kv\tau_R$, $\beta$ is small compared with $K$. The roots are then nearly $\pm iK/\sqrt3$, a wave of speed close to $v/\sqrt3$ whose damping rate is small compared with its angular frequency.

As a second model keep $v=6000$ m/s but take $\tau_R=10$ ns, $\tau_N=10$ ps and $K=10$, a wavelength of 37.7 µm. Here $kv\tau_N=0.01$. Diagonalizing the Boltzmann operator for this mode on 64 Gauss–Legendre directions gives a phase speed of 3450 m/s, 0.4% below $v/\sqrt3$. The period is 10.9 ns and the amplitude decays in 19.5 ns, so the wave completes nearly two periods in that time. With resistive scattering alone, $K=10$ lies far beyond $\pi/2$ and no discrete mode exists. In this model the speed $v/\sqrt3$ describes a physical wave when $1/(kv)$ is much longer than the normal scattering time, so that the second moment stays nearly isotropic, and much shorter than the lifetime $\tau_R$ of the flux. At wavelengths so long that $kv\tau_R\ll1$, the disturbance diffuses instead. A real crystal has several dispersive branches and mode-dependent scattering times, so its wave speed and the window in which the wave exists must be found from averages over its phonon spectrum and not from these model values.

All numerical values are calculated from the stated model.
